# The Dc Conductance of a Clean Interacting Quantum Wire Between Leads

Suppose a circuit calculation needs the dc conductance of a short, clean quantum wire with one occupied subband. Should the entry be $G_0=2e^2/h$, or $KG_0$, where $K<1$ measures the repulsion between electrons? For the wire treated below the choice is between 77.5 and 33.7 µS. The same decision arises in reverse when a measured conductance plateau is to be turned into a value of $K$.

The belief in question is that interactions renormalise the dc conductance to $KG_0$. It rests on a correct calculation, so that calculation comes first.

## Where the factor K comes from

Take electrons with spin, an energy spectrum linearised about the two Fermi points, and a short-range repulsion $V_0$ between densities. Nothing scatters an electron from one Fermi point to the other. Let $n_R$ and $n_L$ be the excess densities of right and left movers, both spins included. A force $F_{\rm tot}$ shifts each Fermi point at the rate $\dot k=F_{\rm tot}/\hbar$, and a shift $\delta k$ adds the density $2\,\delta k/2\pi=\delta k/\pi$. Therefore

$$\partial_t n_R+v_F\partial_x n_R=\frac{F_{\rm tot}}{\pi\hbar},\qquad
\partial_t n_L-v_F\partial_x n_L=-\frac{F_{\rm tot}}{\pi\hbar}.$$

The total excess density is $n=n_R+n_L$ and the number current is $j=v_F(n_R-n_L)$. The sum of the two equations is $\partial_t n+\partial_x j=0$. It is satisfied by writing $n=-\partial_x u$ and $j=\partial_t u$, where $u$ is the number of electrons displaced past $x$. The difference of the two equations is

$$\frac{\partial_t j}{v_F}+v_F\partial_x n=\frac{2F_{\rm tot}}{\pi\hbar}.$$

The force is the external one plus that of the other electrons, $F_{\rm tot}=F-\partial_x(V_0n)=F+\partial_x(V_0\partial_x u)$. Moving the interaction to the left gives

$$\frac{1}{vK}\,\partial_t^2u-\partial_x\!\left(\frac vK\,\partial_xu\right)=\frac{2F}{\pi\hbar},\tag{1}$$

$$vK=v_F,\qquad \frac vK=v_F+\frac{2V_0}{\pi\hbar},\qquad
K=\left(1+\frac{2V_0}{\pi\hbar v_F}\right)^{-1/2}.$$

The last expression follows by dividing the first relation by the second. The plasmon velocity is $v=v_F/K$. Equation (1) also holds when $v$ and $K$ vary with position. In the linearised model it is a linear equation for the operator $u$, so the mean response to $F$ does not depend on temperature.

Now let the wire be uniform and infinite. Apply a force at frequency $\omega$, concentrated at $x'$, with $\int F\,dx=\mathcal E$. The outgoing solution is $u=Ae^{iq|x-x'|}$ with $q=\omega/v$. Its slope jumps by $2iqA$ at $x'$, and integrating (1) across the source gives

$$-\frac vK\,2iqA=\frac{2\mathcal E}{\pi\hbar}
\quad\Rightarrow\quad A=\frac{iK\mathcal E}{\pi\hbar\omega},\qquad
j=-i\omega u=\frac{K\mathcal E}{\pi\hbar}\,e^{iq|x-x'|}.$$

For an applied voltage $V$ the energy is $\mathcal E=eV$ and the electric current has magnitude $ej$. Since $\pi\hbar=h/2$, the ratio at low frequency is $K\cdot2e^2/h$.

This result is tempting for a good reason. Without interactions, $K=1$, and the infinite-wire calculation gives the same $G_0$ as a wire between reservoirs. It is natural to expect the agreement to persist. A long wire also looks like a good approximation to an infinite one.

But a dc measurement on a wire of length $L$ lasts much longer than the transit time $\tau=L/v$, however long the wire is. Taking $L\to\infty$ first and $\omega\to0$ second gives $K$. The measurement takes the limits in the other order.

## The dc current with leads

Let the interacting region sit between two leads, taken as infinitely long, with parameters $K_L$ and $v_L$. Inside it, $K(x)$ and $v(x)$ may vary in any way. In the right lead the wave is outgoing, $u\propto e^{i\omega x/v_L}$, so $\partial_xu=i\omega u/v_L=-j/v_L$. In the left lead the sign is opposite. Hence

$$\frac vK\,\partial_xu=-\frac{j}{K_L}\ \text{(right lead)},\qquad
\frac vK\,\partial_xu=+\frac{j}{K_L}\ \text{(left lead)}.$$

Integrate (1) from a point in the left lead to a point in the right lead. Because $-\omega^2u=-i\omega j$, the first term is $-i\omega\int j\,dx/(vK)$, which vanishes as $\omega\to0$. In the same limit $\partial_xj=i\omega n\to0$, so the current is uniform. What remains is

$$-\left(-\frac j{K_L}-\frac j{K_L}\right)=\frac{2\mathcal E}{\pi\hbar}
\quad\Rightarrow\quad j=\frac{K_L\mathcal E}{\pi\hbar},\qquad
G_{\rm dc}=K_L\,\frac{2e^2}{h}.\tag{2}$$

The wire's own $K$ has dropped out. With noninteracting leads, $K_L=1$ and the answer is $2e^2/h$.

The forces show why. In an infinite interacting wire the source piles up density $+j/v$ on its right and leaves $-j/v$ on its left. Between two points on either side of the source, the interaction force integrates to $-V_0\,(2j/v)$, which opposes the current. With noninteracting leads the integral can be taken from lead to lead. It is then the difference of $V_0n$ between two places where $V_0=0$, and so it vanishes. The forward push arises at the wire ends, where $V_0n$ drops to zero.

Equation (2) was tested by solving (1) on a grid for a wire of twenty pieces, with $K$ drawn at random between 0.2 and 1.5 and $v$ varying by up to a factor of four. The dc conductance was $1.0000\,G_0$ for $K_L=1$ and $0.7000\,G_0$ for $K_L=0.7$. The second value shows that (2) gives $2e^2/h$ because of the leads: if they interact and are infinitely long, their $K_L$ appears. Interacting leads of finite length that end in noninteracting ones count as part of the wire at dc, and the conductance is again $2e^2/h$.

## How reflections build up the answer

Set $K_L=1$ and let the ends be sharp on the scale of the plasmon wavelength. They must still be smooth on the scale of the Fermi wavelength, 50 nm in the example below. Otherwise the exchange part of the repulsion, switching off abruptly, backscatters electrons at the ends, which equation (1) leaves out. A first-order exchange estimate for that wire gives a loss of about 5% for ends of width parameter 1 nm and below 1% for 10 nm or more. Consider a wave inside the wire that reaches the right end, placed at $x=0$. In the wire $u=e^{iqx}+re^{-iqx}$, and in the lead $u=te^{i\omega x/v_L}$. The current is continuous, and so is $u$. The quantity $(v/K)\partial_xu$ is continuous too, since a jump would require a concentrated external force. With $vq=\omega$ these conditions read

$$1+r=t,\qquad \frac{1-r}{K}=t
\quad\Rightarrow\quad r=\gamma\equiv\frac{1-K}{1+K},\qquad t=1+\gamma.$$

For repulsion $\gamma$ is positive, so the reflected pulse carries current in the same direction as the incident one. Its density, $-\partial_xu$, has the opposite sign: a pulse of extra electrons returns as a pulse of missing electrons. A deficit moving left carries number current to the right, so the two statements agree.

Now switch on a constant emf at the centre of the wire. At first the current there is $K$, in units of $G_0$ times the voltage, exactly as in an infinite wire. The two emitted waves reach the ends after $\tau/2$ and return to the centre at time $\tau$, each adding $\gamma K$. They cross to the opposite ends, reflect again, and return at $2\tau$ with $\gamma^2K$ each. The current climbs through

$$K,\quad K(1+2\gamma),\quad K(1+2\gamma+2\gamma^2),\ \dots\ \to\
K\left(1+\frac{2\gamma}{1-\gamma}\right)=K\,\frac{1+\gamma}{1-\gamma}=1.$$

The last equality holds because $1+\gamma=2/(1+K)$ and $1-\gamma=2K/(1+K)$.

These steps can be looked for in electrons directly, without equation (1). A tight-binding chain at half filling was propagated in time. A mean-field density repulsion acted in a stretch of 200 sites, and its strength was set to give $K=0.6$. The repulsion was smoothed over a few sites to suppress scattering between the Fermi points. The plasmon sum predicts plateaus at 0.600, 0.900 and 0.975. The electrons gave 0.599, 0.897 and 0.973. This tests the dynamics and the reflections, but not correlations beyond mean field, which the chain leaves out.

At frequency $\omega$ each round of reflection acquires a phase $e^{i\omega\tau}$, and the same sum gives the local conductance at the centre:

$$G(\omega)=KG_0\left[1+2\sum_{m\ge1}\gamma^me^{im\omega\tau}\right]
=KG_0\,\frac{1+\gamma e^{i\omega\tau}}{1-\gamma e^{i\omega\tau}}.\tag{3}$$

It equals $G_0$ at $\omega=0$. At $\omega\tau=\pi$ the fraction is $(1-\gamma)/(1+\gamma)=K$, so $G=K^2G_0$, lower than the supposed dc value. Averaged over one period in $\omega$, all terms with $m\ge1$ vanish and the mean is $KG_0$. With sharp ends, then, $KG_0$ is an average over frequency.

Within equation (1), it becomes the value at each high frequency if the contacts are smooth, because a plasmon much shorter than the transition region is hardly reflected. With $K$ of the example below and a transition of width parameter $0.1L$ at each end, the grid solution gives $0.434\,G_0$ at $\omega\tau=40$. The same profile gives $1.000\,G_0$ at dc. The high-frequency value is a property of equation (1), not a prediction for the gated wire below. There $\omega\tau=40$ would mean $\hbar\omega=29$ meV, about five times the Fermi energy, and a plasmon wavelength close to the gate distance, so neither the linear spectrum nor a constant $V_0$ applies.

## A bias applied by the reservoirs

In an experiment the voltage is usually set by the reservoirs, with no emf inside the wire. Raising the chemical potential of the left reservoir by $eV$ fills extra right-moving states of density $eV/(\pi\hbar v_F)$ in the left lead. They carry the number current $eV/(\pi\hbar)$, which is $G_0V$ as an electric current. The question is how much of it gets through.

For a wave entering the wire from a lead, the matching conditions are $1+r_0=t_0$ and $1-r_0=t_0/K$. They give $t_0=2K/(1+K)=1-\gamma$. Leaving at the far end contributes $t=1+\gamma$. Each extra round trip contributes two reflections and a phase $e^{2i\omega\tau}$, so

$$T(\omega)=\frac{(1-\gamma^2)\,e^{i\omega\tau}}{1-\gamma^2e^{2i\omega\tau}},\qquad T(0)=1.$$

After a sudden bias step, the current in the right lead rises at $\tau,3\tau,5\tau,\dots$, apart from the travel time in the leads. Adding the first $n+1$ arrivals gives

$$(1-\gamma^2)\sum_{m=0}^{n}\gamma^{2m}=1-\gamma^{2(n+1)}.$$

The first plateau is $1-\gamma^2=4K/(1+K)^2$. For a bias step sent in from a lead, even the earliest transmitted current is therefore not $K$.

## Numbers for a gated wire

Consider a CdTe wire with the rough values $m=0.10\,m_e$ and relative permittivity $\varepsilon=10$. It has 0.08 electrons per nm and length 300 nm, and is held at 1 K. Then $k_F=\pi n_0/2=0.126$ nm⁻¹, where $n_0$ is the electron density, and $v_F=\hbar k_F/m=1.455\times10^5$ m/s.

The repulsion is screened by a metal gate at distance $d=40$ nm. For two electrons at transverse separation $r$, the Coulomb potential minus that of the image charge integrates along the wire to $(e^2/4\pi\varepsilon_0\varepsilon)\,2\ln(2d/r)$. Let the transverse density be $\propto e^{-\rho^2/a^2}$ with $a=8$ nm. Then $s=r^2/2a^2$ is distributed as $e^{-s}$, and the mean of $\ln s$ is $-\gamma_E$, with $\gamma_E$ Euler's constant. Writing $2\ln(2d/r)=\ln(2d^2/a^2)-\ln s$ and averaging,

$$V_0=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\left[2\ln\frac da+\ln2+\gamma_E\right]=0.646\ \text{eV nm}.$$

With $\pi\hbar v_F/2=0.150$ eV nm,

$$K=\left(1+\frac{0.6464}{0.1504}\right)^{-1/2}=0.434,\qquad
\gamma=\frac{1-K}{1+K}=0.394.$$

The plasmon velocity is $v=v_F/K=3.35\times10^5$ m/s and the transit time is $\tau=L/v=0.90$ ps.

The dc conductance of the model is 77.5 µS ($2e^2/h$). The mistaken value, $KG_0$, is 33.7 µS. If the repulsion is treated as short-ranged, with strength $V_0$, an emf at the centre produces plateaus at 0.43, 0.78, 0.91 and 0.97 of $G_0V$. A reservoir step gives 0.845, 0.976 and 0.996. In the same short-range approximation, the local conductance falls to 14.6 µS at $1/(2\tau)=558$ GHz. These transient values are idealised. The gate distance of 40 nm is close to $L/2\pi=48$ nm, so the repulsion is weaker at the short wavelengths that make up a sharp step. In the wire itself plasmons of different wavelengths therefore travel at different speeds, so a step spreads and rings instead of settling on flat plateaus. With the full screened repulsion, cut off at the wire ends, the current after a reservoir step swings between about 0.84 and 1.0 where the first plateau would lie, and the minimum of the real part of the local conductance moves to about 16.6 µS near 524 GHz. The dc value stays the same, because the interaction force still integrates to zero from lead to lead. A dc measurement is slower than all of this by many orders of magnitude.

## What a real wire changes

The parameters are meant to be typical of a gated semiconductor wire, but the assumption of a clean wire is demanding. A rough mobility of $5\times10^5$ cm²/Vs, appropriate to a good quantum well, corresponds to a transport mean free path $\ell=v_F\tau_p$ of 4.1 µm, with $\tau_p$ the momentum relaxation time, so $L/\ell=0.073$. In a single channel each backscattering reverses the velocity, so momentum relaxes at twice the backscattering rate and the probability of reflection over the wire is $L/2\ell=0.036$.

Repulsion strengthens this backscattering. The charge part of its amplitude contains $e^{i\pi u}$, which zero-point motion reduces by $e^{-\pi^2\langle u^2\rangle/2}$. Equation (1) describes oscillators of mass density $M=\pi\hbar/(2vK)$, so

$$\pi^2\langle u^2\rangle=\pi^2\int\frac{dq}{2\pi}\,\frac{\hbar}{2Mv|q|}=K\ln\frac{E_F}{\hbar v/L},$$

with the frequencies cut off at the Fermi energy and at the inverse transit time. Relative to $K=1$, the backscattering probability grows by a factor of roughly $[E_F/(\hbar v/L)]^{1-K}=(6.02/0.735)^{0.566}=3.3$. The estimated loss is $0.036\times3.3\approx0.12$ of $G_0$ (the 0.24 in the output below uses $L/\ell$ without the factor $1/2$). Keeping the plasmon reflections in $\langle u^2\rangle$ and averaging along the wire raises the factor 3.3 to about 4 or 5, depending on the shape of the cutoff. This is an order of magnitude only: it is a leading-order formula, its cutoffs are rough and ignore the plasmon reflections at the wire ends, and the mobility of a well does not measure backscattering in a wire. It does show that a plateau below $2e^2/h$ can come from disorder, and cannot simply be read as $K$.

The other corrections sized here are smaller or leave the dc value alone. At wavevector $\pi/L$ the screened repulsion is 10% below $V_0$, which would raise $K$ to 0.45. The exchange part at $2k_F$ would raise it to 0.44. Both alter the transients, but (2) does not contain the wire's $K$. Thermal occupation of the next subband is negligible, with a Boltzmann factor near $10^{-30}$, and so is tunnelling to the gate. Nonparabolicity is of order 1%: $E_F/E_{\rm gap}=0.4\%$, and the confinement energy contributes a comparable amount.

In the circuit calculation, then, enter $2e^2/h$ if the leads are effectively noninteracting and backscattering is weak, and account for any backscattering separately. To find $K$, look at the plasmon transit, through the response in time or in frequency. Formula (3) can be used directly only if the range of the repulsion, set here by the gate distance, is small compared with the plasmon wavelength divided by $2\pi$; otherwise that range must be included in the model. The numerical output below lists the values used here.

## Numbers as computed

```
chain plateaus, electrons (G0): [0.5992 0.8971 0.9732]
chain plateaus, plasmon sum (G0): [0.6   0.9   0.975]
chain: K = 0.6, sites in wire = 200
mass = 0.10 m_e, permittivity = 10
density = 0.08 per nm, length = 300 nm
width a = 8 nm, gate distance = 40 nm
temperature = 1.0 K, mobility = 500000 cm2/Vs
gap = 1.5 eV, barrier to gate = 0.2 eV
k_F = 0.1257 per nm, v_F = 1.455e+05 m/s
E_F = 6.02 meV, subband step = 11.91 meV
V0 formula = 0.6464 eV nm, quadrature = 0.6464 eV nm
pi hbar v_F / 2 = 0.1504 eV nm
K = 0.4345, gamma = 0.3942
v = 3.348e+05 m/s, tau = 0.896 ps
G0 = 2e^2/h = 77.481 microsiemens
K G0 (mistaken dc value) = 33.66 microsiemens
f = 1/(2 tau) = 558 GHz
G there, numerical = 14.63 microsiemens
K^2 G0 = 14.63 microsiemens
mean of G over frequency, numerical = 0.4345 G0
dc, irregular wire, K_lead 1.0: 1.0000 G0
dc, irregular wire, K_lead 0.7: 0.7000 G0
smooth contacts, omega tau = 1e-4: 1.0000 G0
smooth contacts, omega tau = 40: 0.4344 G0
emf at centre, plateaus (G0): [0.4345 0.777  0.9121 0.9653]
bias from lead, numerical (G0): [0.8446 0.9758 0.9962]
bias from lead, formula (G0): [0.8446 0.9758 0.9962]
hbar v/L = 0.735 meV = 8.53 K
kT = 0.0862 meV
mean free path from mobility = 4136 nm
L / mean free path = 0.073
enhancement of backscattering = 3.28
estimated disorder loss of G = 0.24
V(2k_F) = 0.0516 eV nm, K with its exchange = 0.4417
V(pi/L) = 0.5801 eV nm, V(pi/L)/V0 = 0.897
K from V(pi/L) = 0.4538
next subband Boltzmann factor = 2.1e-30
nonparabolicity E_F/gap = 0.0040
tunnelling to gate, exp(-2 kappa d) = 6.7e-26
field at gate = 0.0115 MV/cm
```
